# A Pinched Loop Does Not Prove an Ideal Memristor: test program

```python
# Result under test: a volatile device can show a pinched, hysteretic loop
# almost equal to that of an ideal charge-controlled memristor.
# Volatile device: i = G0 exp(x) v, dx/dt = v/phi0 - x/tau.
# Ideal twin: v = M(q) i, M(q) = 1/(G0 + q/phi0), dq/dt = i.
# x: log conductance state; G0: rest conductance; phi0: flux scale;
# tau: relaxation time; q: charge; n = q/(G0 phi0): scaled charge.
# Drive: v = V sin(omega t). All internal quantities are in SI units.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import iv

G0, phi0, tau = 1e-6, 0.01, 0.5
V, freq = 0.5, 10.0
omega, period = 2*np.pi*freq, 1/freq


def integrate(rate, start, times, max_step):
    sol = solve_ivp(rate, (0, times[-1]), start, t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=max_step)
    assert sol.success
    return sol.y


def volatile(start, times, amplitude=V, w=omega):
    def rate(t, y):
        v = amplitude*np.sin(w*t)
        return [v/phi0 - y[0]/tau, np.exp(y[0])*v/phi0]
    return integrate(rate, [start, 0.0], times, 2*np.pi/w/20)


def periodic_start(amplitude, w):
    end = np.array([2*np.pi/w])
    return brentq(lambda s: volatile(s, end, amplitude, w)[0, -1] - s,
                  -3, 3, xtol=1e-11)


# Closed forms for the periodic state
delta = np.arctan(omega*tau)
X = V*tau/phi0/np.sqrt(1 + (omega*tau)**2)
a, b = X*np.cos(delta), X*np.sin(delta)

# Periodic loop found by root search and numerical integration
N = 2400
t = np.linspace(0, period, N + 1)
v = V*np.sin(omega*t)
x_start = periodic_start(V, omega)
x, n = volatile(x_start, t)
current = G0*np.exp(x)*v
assert np.max(abs(x - X*np.sin(omega*t - delta))) < 1e-7

# Branches at half the peak voltage
i_rise, i_fall = current[N//12], current[5*N//12]
root = np.sqrt(0.75)
assert np.isclose(i_rise, G0*V/2*np.exp(a/2 - b*root), rtol=1e-6)
assert np.isclose(i_fall, G0*V/2*np.exp(a/2 + b*root), rtol=1e-6)

# Slopes at the two passages through the origin, by finite differences
slope_up = (current[1] - current[N-1])/(v[1] - v[N-1])
h = N//2
slope_down = (current[h+1] - current[h-1])/(v[h+1] - v[h-1])
assert np.isclose(slope_up, G0*np.exp(-b), rtol=1e-4)
assert np.isclose(slope_down, G0*np.exp(b), rtol=1e-4)

# Net charge and peak asymmetry
Q_cycle = G0*phi0*n[-1]
Q_formula = period*G0*V*np.cos(delta)*iv(1, X)
assert np.isclose(Q_cycle, Q_formula, rtol=1e-6)
peak_ratio = abs(current[N//4]/current[3*N//4])
assert np.isclose(peak_ratio, np.exp(2*a), rtol=1e-6)

# Ideal twin, integrated from its charge law
b_ideal = V/(omega*phi0)


def twin_rate(s, y):
    return [(1 + y[0])*V*np.sin(omega*s)/phi0]


n_twin = integrate(twin_rate, [np.exp(-b_ideal) - 1], t, period/20)[0]
i_twin = G0*(1 + n_twin)*v
x_twin = -b_ideal*np.cos(omega*t)
assert np.allclose(1 + n_twin, np.exp(x_twin), rtol=1e-7)
loop_difference = np.max(abs(current - i_twin))/np.max(abs(i_twin))
assert loop_difference < 0.05

# A different positive M(q) tests the claims about every ideal device


def relative_M(scaled_q):
    return 1.2 + 0.5*np.sin(2*scaled_q)


def other_rate(s, y):
    return [V*np.sin(omega*s)/(phi0*relative_M(y[0]))]


n_other = integrate(other_rate, [0.3], t, period/20)[0]
i_other = G0*v/relative_M(n_other)
other_peak_ratio = abs(i_other[N//4]/i_other[3*N//4])
assert abs(n_other[-1] - n_other[0]) < 1e-7
assert np.isclose(other_peak_ratio, 1, atol=1e-6)
assert np.ptp(relative_M(n_other)) > 0.1

# Forgetting the initial condition while driven
late = np.array([25*period, 25*period + period/3])
x_late = volatile(0.0, late)[0]
x_expected = X*np.sin(omega*late - delta) + b*np.exp(-late/tau)
assert np.allclose(x_late, x_expected, atol=1e-7)
x_other = volatile(0.5, late)[0]
state_gap = x_other[0] - x_late[0]
assert np.isclose(state_gap, 0.5*np.exp(-late[0]/tau), rtol=1e-5)
n_pair = [integrate(twin_rate, [np.exp(s) - 1], late, period/20)[0, 0]
          for s in (0.0, 0.5)]
ideal_gap = np.log((1 + n_pair[1])/(1 + n_pair[0]))
assert np.isclose(ideal_gap, 0.5, atol=1e-6)
x_first_max = np.max(volatile(0.0, t)[0])

# Write pulse followed by zero bias
pulse = 0.02
written = integrate(lambda s, y: [V/phi0 - y[0]/tau], [0.0],
                    np.array([pulse]), pulse/20)[0, -1]
assert np.isclose(written, V*tau/phi0*(1 - np.exp(-pulse/tau)), rtol=1e-7)
waits = np.array([0.0, 0.5, 2.5])
x_wait = integrate(lambda s, y: [-y[0]/tau], [written], waits, 0.05)[0]
G_wait = G0*np.exp(x_wait)
assert np.allclose(G_wait, G0*np.exp(written*np.exp(-waits/tau)), rtol=1e-7)
n_written = integrate(lambda s, y: [(1 + y[0])*V/phi0], [0.0],
                      np.array([pulse]), pulse/20)[0, -1]
G_ideal = G0*(1 + n_written)
assert np.isclose(G_ideal, G0*np.exp(V*pulse/phi0), rtol=1e-7)
read_V, read_time = 0.01, 0.001
read_shift = read_V*read_time/phi0

# Frequency test at low amplitude
V_sweep = 0.02
factors = np.array([0.1, 0.9, 1.0, 1.1, 10.0])
log_ratios = []
for factor in factors:
    w = factor/tau
    s0 = periodic_start(V_sweep, w)
    half = volatile(s0, np.array([np.pi/w]), V_sweep, w)[0, -1]
    log_ratios.append(half - s0)
log_ratios = np.array(log_ratios)
law = 2*V_sweep*tau/phi0*factors/(1 + factors**2)
assert np.allclose(log_ratios, law, atol=1e-7)
assert np.argmax(log_ratios) == 2
ideal_ratios = 2*V_sweep*tau/(phi0*factors)

# Neglected effects; material inputs are rough typical values
e, kB = const.e, const.k
T, T_hot = 300.0, 358.15
L, width = 50e-9, 200e-9
area, field = width**2, V/L
kT_eV = kB*T/e
ion_hop, electron_hop = 0.3e-9, 2e-9
u_ion = 2*ion_hop*field/(2*kT_eV)
u_el = electron_hop*field/(2*kT_eV)
ion_extra = np.sinh(u_ion)/u_ion - 1
electron_extra = np.sinh(u_el)/u_el - 1
eps_optical = 5.0
pf_lowering = np.sqrt(e*field/(np.pi*const.epsilon_0*eps_optical))
pf_factor = np.exp(pf_lowering/kT_eV)
k_film, k_oxide = 1.5, 1.4
R_heat = L/(2*k_film*area) + 1/(4*k_oxide*np.sqrt(area/np.pi))
power = V**2*G_wait[0]
heating = power*R_heat
E_act = 0.5
tau_warm = tau*np.exp(E_act*e/kB*(1/(T + heating) - 1/T))
tau_hot = tau*np.exp(E_act*e/kB*(1/T_hot - 1/T))
beta = 0.6
left_exp = np.exp(-waits[-1]/tau)
left_stretched = np.exp(-(waits[-1]/tau)**beta)
C_pad = 1e-12
cap_ratio = omega*C_pad*V/np.max(abs(current))
barrier = 0.5
wkb = 4*np.sqrt(2*const.m_e)*(barrier*e)**1.5/(3*const.hbar*e*field)

print(f"Rest conductance G0 = {G0*1e6:.3f} uS")
print(f"Flux scale phi0 = {phi0*1e3:.1f} mV s; tau = {tau:.3f} s")
print(f"Drive V = {V:.3f} V; frequency = {freq:.1f} Hz")
print(f"omega tau = {omega*tau:.3f}; delta = {np.degrees(delta):.3f} deg")
print(f"State amplitude X = {X:.5f}; a = {a:.5f}; b = {b:.5f} (no unit)")
print(f"Ideal twin state amplitude = {b_ideal:.5f} (no unit)")
print(f"Current at +V/2, rising = {i_rise*1e6:.4f} uA")
print(f"Current at +V/2, falling = {i_fall*1e6:.4f} uA")
print(f"Origin slope, v rising = {slope_up*1e6:.4f} uS")
print(f"Origin slope, v falling = {slope_down*1e6:.4f} uS")
print(f"Origin slope ratio = {slope_down/slope_up:.4f} (no unit)")
print(f"Peak absolute current, volatile = {max(abs(current))*1e6:.4f} uA")
print(f"Largest loop difference / ideal peak = {100*loop_difference:.3f} %")
print(f"Net charge per cycle, volatile = {Q_cycle*1e9:.4f} nC")
print(f"Mean current, volatile = {Q_cycle/period*1e9:.3f} nA")
print(f"Current ratio at +V and -V, volatile = {peak_ratio:.5f} (no unit)")
print(f"Same ratio, other ideal device = {other_peak_ratio:.5f} (no unit)")
print(f"Largest x in first cycle from rest = {x_first_max:.4f} (no unit)")
print(f"Initial state gap = {0.5:.3f}; comparison time = {late[0]:.2f} s")
print(f"Remaining gap, volatile = {state_gap:.5f} (no unit)")
print(f"Remaining gap, ideal = {ideal_gap:.5f} (no unit)")
print(f"Write pulse = {V:.3f} V for {pulse*1e3:.1f} ms")
print(f"Written state x = {written:.5f} (no unit)")
for wait, state, conductance in zip(waits, x_wait, G_wait):
    print(f"Wait {wait:.2f} s: x = {state:.5f}, G = {conductance*1e6:.4f} uS")
print(f"Ideal G after pulse and any wait = {G_ideal*1e6:.4f} uS")
print(f"Read pulse = {read_V*1e3:.1f} mV for {read_time*1e3:.1f} ms")
print(f"Upper estimate of read shift in x = {read_shift:.5f} (no unit)")
print(f"Sweep amplitude = {V_sweep*1e3:.1f} mV")
for k in (0, 2, 4):
    print(f"f = {factors[k]/(2*np.pi*tau):.4f} Hz: log slope ratio "
          f"{log_ratios[k]:.5f}, ideal {ideal_ratios[k]:.3f} (no unit)")
print(f"Film thickness = {L*1e9:.1f} nm; cell width = {width*1e9:.1f} nm")
print(f"Peak field = {field/1e8:.3f} MV/cm; temperature = {T:.1f} K")
print(f"Ion hop = {ion_hop*1e9:.2f} nm; drift excess = {100*ion_extra:.3f} %")
print(f"Electron hop = {electron_hop*1e9:.2f} nm; "
      f"current excess = {100*electron_extra:.2f} %")
print(f"Optical permittivity = {eps_optical:.1f} (relative)")
print(f"Poole-Frenkel lowering = {pf_lowering:.4f} eV")
print(f"Possible Poole-Frenkel factor = {pf_factor:.1f} (no unit)")
print(f"Thermal conductivity: film {k_film:.2f}, oxide {k_oxide:.2f} W/(m K)")
print(f"Power at pulse end = {power*1e6:.4f} uW; heating = {heating:.3f} K")
print(f"Activation energy = {E_act:.2f} eV; self-heated tau = {tau_warm:.4f} s")
print(f"At {T_hot:.2f} K: tau = {tau_hot*1e3:.2f} ms")
print(f"Stretching exponent = {beta:.2f} (no unit)")
print(f"State left after {waits[-1]:.2f} s: exponential {100*left_exp:.3f} %, "
      f"stretched {100*left_stretched:.3f} %")
print(f"Pad capacitance = {C_pad*1e12:.2f} pF")
print(f"Capacitive current at v=0 / loop peak = {100*cap_ratio:.5f} %")
print(f"Tunnel barrier = {barrier:.2f} eV; WKB exponent = {wkb:.1f} (no unit)")
print("OK")
```

Output:

```
Rest conductance G0 = 1.000 uS
Flux scale phi0 = 10.0 mV s; tau = 0.500 s
Drive V = 0.500 V; frequency = 10.0 Hz
omega tau = 31.416; delta = 88.177 deg
State amplitude X = 0.79537; a = 0.02530; b = 0.79497 (no unit)
Ideal twin state amplitude = 0.79577 (no unit)
Current at +V/2, rising = 0.1272 uA
Current at +V/2, falling = 0.5040 uA
Origin slope, v rising = 0.4516 uS
Origin slope, v falling = 2.2144 uS
Origin slope ratio = 4.9034 (no unit)
Peak absolute current, volatile = 0.6604 uA
Largest loop difference / ideal peak = 2.268 %
Net charge per cycle, volatile = 0.6840 nC
Mean current, volatile = 6.840 nA
Current ratio at +V and -V, volatile = 1.05191 (no unit)
Same ratio, other ideal device = 1.00000 (no unit)
Largest x in first cycle from rest = 1.5157 (no unit)
Initial state gap = 0.500; comparison time = 2.50 s
Remaining gap, volatile = 0.00337 (no unit)
Remaining gap, ideal = 0.50000 (no unit)
Write pulse = 0.500 V for 20.0 ms
Written state x = 0.98026 (no unit)
Wait 0.00 s: x = 0.98026, G = 2.6652 uS
Wait 0.50 s: x = 0.36062, G = 1.4342 uS
Wait 2.50 s: x = 0.00660, G = 1.0066 uS
Ideal G after pulse and any wait = 2.7183 uS
Read pulse = 10.0 mV for 1.0 ms
Upper estimate of read shift in x = 0.00100 (no unit)
Sweep amplitude = 20.0 mV
f = 0.0318 Hz: log slope ratio 0.19802, ideal 20.000 (no unit)
f = 0.3183 Hz: log slope ratio 1.00000, ideal 2.000 (no unit)
f = 3.1831 Hz: log slope ratio 0.19802, ideal 0.200 (no unit)
Film thickness = 50.0 nm; cell width = 200.0 nm
Peak field = 0.100 MV/cm; temperature = 300.0 K
Ion hop = 0.30 nm; drift excess = 0.225 %
Electron hop = 2.00 nm; current excess = 2.51 %
Optical permittivity = 5.0 (relative)
Poole-Frenkel lowering = 0.1073 eV
Possible Poole-Frenkel factor = 63.5 (no unit)
Thermal conductivity: film 1.50, oxide 1.40 W/(m K)
Power at pulse end = 0.6663 uW; heating = 1.332 K
Activation energy = 0.50 eV; self-heated tau = 0.4590 s
At 358.15 K: tau = 21.64 ms
Stretching exponent = 0.60 (no unit)
State left after 2.50 s: exponential 0.674 %, stretched 7.233 %
Pad capacitance = 1.00 pF
Capacitive current at v=0 / loop peak = 0.00476 %
Tunnel barrier = 0.50 eV; WKB exponent = 241.5 (no unit)
OK
```
